# Inductive Power Absorption at Fixed Coil Current: Penetrating and Thin-Skin Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. From coil current to absorbed power

### The physical situation

A coil wound around a dielectric tube carries a radio-frequency current. Its changing magnetic field induces an electric field that circles the axis of the tube, and this field drives electrons in the plasma inside. Collisions turn part of their ordered motion into heat.

Suppose that the coil current is held fixed while the electron density is raised. More electrons are then available to absorb energy, which suggests more power. But more electrons also carry a larger screening current, which keeps the field out of the plasma and suggests less. Each argument describes one limit. At low density the field is set by the coil and absorption grows in proportion to density. At high density the total screening current is set by the coil, the plasma is a better conductor, and absorption falls as the inverse square root of density.

Density is treated here as an independent variable. The result tells how much power a plasma of given density would absorb at a given coil current. It doesn't tell which density the discharge will choose, since that also requires the balance between absorbed power and losses.

### Assumptions and conventions

The plasma fills a cylinder of radius $R$. Cylindrical coordinates are $(r,\varphi,z)$, with $z$ along the axis. Oscillating quantities are written as the real part of a complex amplitude times $e^{i\omega t}$, where $\omega$ is the angular frequency. Amplitudes are peak values, so the time average of a product of two oscillating quantities is $\tfrac12\mathrm{Re}(AB^*)$. The assumptions are these.

**A1. Long coil.** The coil has $N$ turns per length $l$ and carries the peak current $I$, taken real. It is treated as part of an infinitely long sheet of azimuthal current, and powers refer to the length $l$. The coil encloses the plasma, but its radius need not equal $R$.

**A2. Magnetic induction alone.** Displacement current is neglected, and an electrostatic shield removes the capacitive field of the coil without disturbing the induced field.

**A3. Uniform plasma.** The electron density $n$ is the same at all points of the cylinder.

**A4. Local electron response.** The current at a point depends on the electric field at that point. Electrons lose momentum at a rate $\nu$, which stays fixed as $n$ varies. The force of the oscillating magnetic field on the electrons is neglected.

**A5. Resistive response.** Collisions are frequent compared with the oscillation: $\nu\gg\omega$. The theorem is stated in the limit $\omega/\nu\to0$, where electron inertia drops out.

Define, with $e$ the elementary charge, $m$ the electron mass and $\mu_0$ the vacuum permeability,
$$
H_0=\frac{NI}{l},\qquad
\sigma_0=\frac{ne^2}{m\nu},\qquad
\delta=\sqrt{\frac{2}{\omega\mu_0\sigma_0}} .
$$
Here $\sigma_0$ is the conductivity for a steady field. The length $\delta$ is the resistive skin depth, and it varies as $n^{-1/2}$. It is also convenient to use
$$
x=\frac{R}{\delta},\qquad q=\omega\mu_0\sigma_0R^2=2x^2 .
$$
The last equality follows from $\omega\mu_0\sigma_0=2/\delta^2$. Thus $q$ is proportional to density and $x$ to its square root.

### Theorem

Under A1 to A5, at fixed $I$, $\omega$, $\nu$, $R$ and $l$, the average absorbed power $P$ has the following limits.

(a) When the fields penetrate, $R\ll\delta$,
$$
P=\frac{\pi lR^4\omega^2\mu_0^2H_0^2}{16}\,\sigma_0
\left[1-\frac{11q^2}{384}+O(q^4)\right],
$$
so that $P\propto n$ to leading order.

(b) When the skin is thin, $R\gg\delta$,
$$
P=\frac{\pi RlH_0^2}{\sigma_0\delta}
\left[1-\frac{\delta}{2R}+O\!\left(\frac{\delta^2}{R^2}\right)\right],
$$
so that $P\propto n^{-1/2}$ to leading order.

At small but finite $\omega/\nu$ the leading laws remain good approximations, but inertia adds corrections that can exceed those in the brackets.

The proof needs four lemmas. The first gives the boundary condition, the next two give the field, and the fourth gives the power. Assumption A5 is left aside until Part II, so the lemmas also serve when electron inertia matters.

### Lemma 1: the surface field is fixed by the coil

*An infinite cylindrical sheet with azimuthal current $K$ per unit length produces a uniform axial field $H_z=K$ inside and no field outside. Hence the magnetic field at the plasma surface is $H_0$, whatever currents flow in the plasma.*

**Proof.** Let the sheet have radius $a$ and let the field point lie at distance $\rho$ from the axis, at $z=0$ and azimuth zero. A source element at azimuth $\varphi$ and height $z$ carries current in the direction $(-\sin\varphi,\cos\varphi,0)$. The vector from the source to the field point is
$$
\mathbf s=(\rho-a\cos\varphi,\,-a\sin\varphi,\,-z).
$$
The axial component of the current direction crossed with $\mathbf s$ is
$$
(-\sin\varphi)(-a\sin\varphi)-\cos\varphi(\rho-a\cos\varphi)
=a-\rho\cos\varphi .
$$
The other components are proportional to $z$ and cancel between source points at $z$ and $-z$. The Biot-Savart law therefore gives
$$
H_z=\frac{K}{4\pi}\int_0^{2\pi}a\,d\varphi\,(a-\rho\cos\varphi)
\int_{-\infty}^{\infty}\frac{dz}{(d^2+z^2)^{3/2}},
$$
with $d^2=a^2+\rho^2-2a\rho\cos\varphi$. An antiderivative of the inner integrand is $z/(d^2\sqrt{d^2+z^2})$, so the inner integral equals $2/d^2$. With $t=\rho/a$,
$$
H_z=\frac{K}{2\pi}\int_0^{2\pi}
\frac{1-t\cos\varphi}{1+t^2-2t\cos\varphi}\,d\varphi .
$$
The integrand is the real part of $1/(1-te^{i\varphi})$, as multiplying numerator and denominator by $1-te^{-i\varphi}$ shows.

For $t<1$, expand
$$
\frac1{1-te^{i\varphi}}=1+te^{i\varphi}+t^2e^{2i\varphi}+\cdots .
$$
Only the first term survives integration over a full turn. The integral is $2\pi$ and $H_z=K$.

For $t>1$, expand instead in inverse powers:
$$
\frac1{1-te^{i\varphi}}
=-\frac{e^{-i\varphi}}{t}-\frac{e^{-2i\varphi}}{t^2}-\cdots .
$$
Every term integrates to zero, so $H_z=0$.

The coil is a sheet with $K=NI/l=H_0$, and the plasma lies inside it. By symmetry the induced electric field is azimuthal, and so is the plasma current. That current can be divided into thin cylindrical sheets. Each produces no field outside itself, so together they add nothing at the outer surface of the plasma. The plasma current is spread over a finite thickness, which makes $H_z$ continuous there. Hence $H_z(R)=H_0$. ∎

**Remark.** This lemma is where fixed current enters. The plasma changes the voltage needed to drive the coil, but in a long coil it doesn't change the surface magnetic field. If the voltage were held fixed instead, the current and $H_0$ would vary with density, and that variation would have to be included before the theorem could give the dependence of power on density. In a short coil, field lines return around the ends, and plasma currents can alter the field at the surface.

### Lemma 2: the electron conductivity

*The current density is $J=\sigma E$, with*
$$
\sigma=\frac{ne^2}{m(\nu+i\omega)}=\frac{\sigma_0}{1+iw},
\qquad w=\frac{\omega}{\nu}.
$$

**Proof.** The mean electron velocity $v$ obeys
$$
m\frac{dv}{dt}=-eE-m\nu v .
$$
The time derivative becomes multiplication by $i\omega$. Collecting the terms in $v$ gives $m(\nu+i\omega)v=-eE$. The current density is $J=-env$, and the two minus signs cancel:
$$
J=\frac{ne^2}{m(\nu+i\omega)}E .
$$
Dividing numerator and denominator by $\nu$ gives the second form. ∎

**Remark.** When $w\ll1$, collisions balance the electric force at each instant and the current is nearly in phase with the field. This is the meaning of "resistive" in A5. When $w$ is large, inertia delays the current by nearly a quarter period, and the power absorbed at a given electric field is only $1/(1+w^2)$ of the value that $\sigma_0$ would give. In either case $\sigma$ is proportional to $n$ at fixed $\nu$.

### Lemma 3: the field in the plasma

*Let $\kappa^2=i\omega\mu_0\sigma$, with the square root chosen so that $\mathrm{Re}\,\kappa>0$. The axial magnetic field is*
$$
H(r)=H_0\frac{I_0(\kappa r)}{I_0(\kappa R)},
\qquad
I_0(\zeta)=\sum_{k=0}^{\infty}\frac{(\zeta/2)^{2k}}{(k!)^2}.
$$
*The azimuthal electric field is $E=-(1/\sigma)\,dH/dr$.*

**Proof.** By symmetry $H$ has an axial component alone, $E$ has an azimuthal component alone, and both depend on $r$. The azimuthal component of Ampère's law is
$$
-\frac{dH}{dr}=\sigma E ,
$$
because the curl of an axial field $H(r)$ has azimuthal component $-dH/dr$. The axial component of Faraday's law is
$$
\frac1r\frac{d}{dr}(rE)=-i\omega\mu_0H .
$$
Insert $E=-(1/\sigma)dH/dr$. The conductivity is uniform and can be taken outside the derivative. Multiplication by $-\sigma$ then gives
$$
\frac1r\frac{d}{dr}\left(r\frac{dH}{dr}\right)
=i\omega\mu_0\sigma H=\kappa^2H .
$$

Try $H=\sum_k c_kr^{2k}$. The left side turns $c_kr^{2k}$ into $4k^2c_kr^{2k-2}$. Equating equal powers gives $4k^2c_k=\kappa^2c_{k-1}$, and repeated use of this relation gives
$$
c_k=c_0\frac{(\kappa/2)^{2k}}{(k!)^2}.
$$
This is the series for $I_0(\kappa r)$. A second independent solution behaves as $\ln r$ near the axis. Its electric field would grow as $1/r$ and its heating per unit length would diverge, so it is excluded. The condition $H(R)=H_0$ fixes the constant $c_0$.

The division by $I_0(\kappa R)$ is allowed if that number isn't zero. The proof of Lemma 4 shows that it cannot be. ∎

The derivative of the field involves $I_1=dI_0/d\zeta$. Differentiating the series term by term gives
$$
I_1(\zeta)=\sum_{k=0}^{\infty}
\frac{(\zeta/2)^{2k+1}}{k!\,(k+1)!}.
$$

### Lemma 4: the absorbed power

*With $\zeta=\kappa R$,*
$$
P=\pi lH_0^2\,
\mathrm{Re}\left[\frac1\sigma\,
\frac{\zeta I_1(\zeta)}{I_0(\zeta)}\right].
$$

**Proof.** The average heating per unit volume is
$$
\tfrac12\mathrm{Re}(JE^*)=\tfrac12\mathrm{Re}(\sigma)|E|^2 .
$$
Integration over the cylinder, with volume element $2\pi rl\,dr$, gives
$$
P=\pi l\,\mathrm{Re}(\sigma)\int_0^R r|E|^2\,dr .
$$
To evaluate the integral, differentiate the product $rEH^*$:
$$
\frac{d}{dr}(rEH^*)=H^*\frac{d(rE)}{dr}+rE\frac{dH^*}{dr}.
$$
Faraday's law replaces the first derivative by $-i\omega\mu_0rH$. The complex conjugate of Ampère's law replaces the second by $-\sigma^*E^*$. Thus
$$
\frac{d}{dr}(rEH^*)
=-i\omega\mu_0r|H|^2-\sigma^*r|E|^2 .
$$
Integrate from the axis, where the product vanishes, to the surface, and take the real part. The magnetic term is imaginary and drops out:
$$
-R\,\mathrm{Re}[E(R)H^*(R)]
=\mathrm{Re}(\sigma)\int_0^Rr|E|^2dr .
$$
This says that the energy flowing inward through the surface equals the energy turned into heat.

It also settles the point left open in Lemma 3. If $I_0(\kappa R)$ were zero, the function $I_0(\kappa r)$ would be a nonzero field with $H(R)=0$. The left side would vanish. Since $\mathrm{Re}\,\sigma>0$, $E$ would vanish throughout the plasma. Then $dH/dr=-\sigma E=0$, and $H$ would equal its surface value, zero, at every radius. This contradicts $I_0(0)=1$.

For the actual field $H(R)=H_0$, which is real. Lemma 3 gives
$$
E(R)=-\frac{H_0\kappa}{\sigma}\frac{I_1(\kappa R)}{I_0(\kappa R)}.
$$
Therefore
$$
P=-\pi lRH_0\,\mathrm{Re}\,E(R)
=\pi lH_0^2\,\mathrm{Re}\left[
\frac{\kappa R}{\sigma}\frac{I_1(\kappa R)}{I_0(\kappa R)}
\right],
$$
which is the stated result. ∎

**Remark.** At fixed current, $P$ is also a measure of the resistance that the plasma adds to the coil circuit. Writing $P=\tfrac12R_{\mathrm p}I^2$ gives $R_{\mathrm p}=2P/I^2$. The rise and fall of power with density are therefore the rise and fall of this resistance.

## II. The two limits and where they fail

The symbols carried over are the surface field $H_0=NI/l$, the steady conductivity $\sigma_0=ne^2/(m\nu)$, the skin depth $\delta=\sqrt{2/(\omega\mu_0\sigma_0)}$, and $x=R/\delta$, $q=\omega\mu_0\sigma_0R^2=2x^2$, $w=\omega/\nu$. The conductivity is $\sigma=\sigma_0/(1+iw)$. Part I showed that
$$
P=\pi lH_0^2\,\mathrm{Re}\left[\frac{F(\zeta)}{\sigma}\right],
\quad
F(\zeta)=\frac{\zeta I_1(\zeta)}{I_0(\zeta)},
\quad
\zeta^2=i\omega\mu_0\sigma R^2 .
$$
In the resistive case $\sigma=\sigma_0$ and $\zeta^2=iq$.

This part has shown that a long coil at fixed current fixes the magnetic field at the plasma surface, and from that it has derived the power absorbed by a uniform plasma at any density. It remains to prove the two limiting laws of the theorem and to see how electron inertia, nonuniform density and the conditions of a real source affect them.
